# Estimating the midgap density of metal-induced states at a silicon contact

## Problem

A metal touches a clean (111) face of silicon, where each interface atom has one broken bond. Metal electrons with energies inside the silicon gap cannot propagate into the semiconductor, but their wave functions enter it as decaying tails.

1. How many gap states does each interface atom contribute, and where do these states come from?
2. Over what energy range should they be spread?
3. What midgap density $D$, in states per eV per cm², follows for silicon, and how far can it be trusted?

Take a lattice constant $a=0.543$ nm and a relative permittivity $\varepsilon=11.7$, both rough typical values. Electrons are treated as independent, and the interface as ordered.

## Solution

### The density induced through one orbital

Let $H$ be the Hamiltonian of the uncoupled semiconductor and $|h\rangle$ the broken-bond hybrid that faces the metal. Suppose that the metal acts on this orbital alone, through a self-energy $\Sigma=-i\gamma$ that does not depend on energy. Define

$$R=(E-H)^{-1},\qquad g=\langle h|R|h\rangle,\qquad q=\langle h|R^2|h\rangle .$$

The coupled Green function obeys $G=R+R|h\rangle\Sigma\langle h|G$. Multiplying from the left by $\langle h|$ gives $\langle h|G=\langle h|R/(1-\Sigma g)$. Inserting this and taking the trace over the semiconductor,

$$\mathrm{Tr}\,G=\mathrm{Tr}\,R+\frac{\Sigma q}{1-\Sigma g}.$$

In the gap $\mathrm{Tr}\,R$, $g$ and $q$ are real. At an isolated surface level they diverge, but the sum of the two terms stays finite and is found as a limit. With $\Sigma=-i\gamma$,

$$\frac{-i\gamma q}{1+i\gamma g}=\frac{-i\gamma q-\gamma^2 qg}{1+\gamma^2g^2}.$$

The density of states is $-\mathrm{Im}\,\mathrm{Tr}\,G/\pi$. Since $dg/dE=-q$, the density per spin is

$$D_1=\frac{1}{\pi}\frac{\gamma q}{1+\gamma^2g^2}=-\frac1\pi\frac{d}{dE}\arctan(\gamma g).\tag{1}$$

This counts weight on the semiconductor side only.

### Counting the states

Integrate (1) from the valence edge $E_v$ to the conduction edge $E_c$. Near a surface level $\epsilon$ with weight $Z$ on $h$, $g\approx Z/(E-\epsilon)$. As $E$ rises through $\epsilon$, the arctangent therefore reaches $-\pi/2$ and restarts at $+\pi/2$. Each such pole adds one to the count, so with $p$ poles

$$N_1=p+\frac{\arctan\gamma g(E_v)-\arctan\gamma g(E_c)}{\pi}.\tag{2}$$

There is an upper bound. Eliminating all orbitals except $h$ gives

$$\frac1g=E-\langle h|H|h\rangle-\langle h|H\,(E-H')^{-1}H|h\rangle,$$

where $H'$ is the Hamiltonian with $h$ removed, which represents a saturated surface. A zero of $g$ needs an infinite right-hand side, hence a level of $H'$. Suppose that the saturated surface has no gap level. Then $g$ has no zero in the gap. It decreases with energy, so two poles would enclose a zero, and $p\le1$.

- If $p=1$, $g$ is negative below the pole and positive above it, so (2) gives $N_1\le1$.
- If $p=0$, $g$ keeps one sign, and $N_1\le1/2$.

### Where the states come from

A bond between hybrids $h$ and $h'$ has bonding and antibonding states $(|h\rangle\pm|h'\rangle)/\sqrt2$. Each contains half of $h$. Cutting the bond thus releases one orbital on each side, taken half from the valence band and half from the conduction band.

A tight-binding silicon slab bears this out. It uses a nearest-neighbour sp³s* model with five orbitals per atom, whose parameters are listed in the program. For $N$ bilayers, the bulk bands would supply $4N$ valence and $6N$ conduction levels at each wave vector along the surface. With one hybrid removed at each face, the test found $4N-1$ levels below midgap and $6N-1$ above, at every wave vector sampled. The two faces are equivalent, so each one lacks half a level from either side.

Contact with the metal creates no extra semiconductor orbitals. At large $|E|$ each diagonal element of $G$ tends to $1/E$, so its spectral density integrates to one. Weight found in the gap is missing elsewhere in the spectrum, and in this sense it is borrowed.

### A covalent chain

To find the number and not just its bound, take a half-infinite chain with site energies zero and bonds $w,s,w,s,\dots$, where $s>w$. Its end is a broken strong bond. Removing the first site leaves a chain that starts with $s$; removing the next restores the original. Hence

$$g=\frac{1}{E-w^2g'},\qquad g'=\frac1{E-s^2g}.$$

Substituting $g'$ and multiplying out,

$$g(E^2-Es^2g-w^2)=E-s^2g,$$

$$Es^2g^2-(E^2+s^2-w^2)g+E=0.\tag{3}$$

The discriminant is

$$(E^2+s^2-w^2)^2-4E^2s^2=[(E-s)^2-w^2][(E+s)^2-w^2].$$

Its innermost zeros, $E=\pm(s-w)$, are the gap edges, so the gap is $E_g=2(s-w)$. At the upper edge $E^2+s^2-w^2=2s(s-w)=2sE$, and the double root of (3) is $g=2sE/(2Es^2)=1/s$. At the lower edge $E$ changes sign, and $g=-1/s$.

There is one pole between them. At $E=0$ the equation on site 2 reads $w\psi_1+s\psi_3=0$, so $\psi_3=-(w/s)\psi_1$, and the even sites are empty. This end state decays inward, and its weight on the first site is

$$Z=\Big[\sum_{n\ge0}(w/s)^{2n}\Big]^{-1}=1-(w/s)^2 .$$

With $p=1$, equation (2) becomes

$$N_1=1-\frac2\pi\arctan\frac\gamma s.\tag{4}$$

What is $\gamma$ for a good contact? Let the metal be a half-infinite chain with hopping $T$, joined by a bond $V$. Its end Green function obeys $g_m=1/(E-T^2g_m)$. At the band centre, $E=0$, this gives $g_m^2=-1/T^2$, and the decaying (retarded) solution is $g_m=-i/T$. Thus $\Sigma=V^2g_m=-iV^2/T$. A metal that binds as strongly as the missing semiconductor, $V=T=s$, has $\gamma=s$. I call this contact matched, and keep $\gamma$ at this band-centre value throughout the gap. The self-energy of the metal chain itself varies with energy, so its exact count differs from the one below: for $s=4$ eV and $w=1$ eV it is 0.59 per spin rather than 0.50.

Equation (4) then gives $N_1=1/2$. With two spins, **each interface atom contributes one gap state** in this matched chain. The estimate carries this count over to silicon.

The midgap density follows from (1) with $g\to Z/E$ and $q\to Z/E^2$:

$$D_1(0)=\lim_{E\to0}\frac1\pi\frac{\gamma Z/E^2}{1+\gamma^2Z^2/E^2}=\frac1{\pi\gamma Z}.\tag{5}$$

For the matched contact, with both spins,

$$2D_1(0)E_g=\frac{4(s-w)}{\pi s(1-w^2/s^2)}=\frac{4}{\pi(1+w/s)}.\tag{6}$$

This lies between $2/\pi=0.64$ and $4/\pi=1.27$. Spreading one state evenly over the chain's gap therefore gives the midgap density to within a factor of about 1.6.

For $s=4$ eV and $w=2$ eV, (6) gives 0.849. The complex levels of a 401-site chain give the same value. At $\gamma=1$, 4 and 12 eV they give $N_1=0.843$, 0.498 and 0.204, against 0.844, 0.500 and 0.205 from (4).

### A second case: an ionic chain

Now let all bonds equal $t$ and the site energies alternate as $+\Delta,-\Delta,\dots$. The gap runs from $-\Delta$ to $\Delta$. The two end Green functions satisfy

$$(E-\Delta)g-t^2gg'=1,\qquad(E+\Delta)g'-t^2gg'=1.$$

Subtracting gives $g'=g(E-\Delta)/(E+\Delta)$. Putting this into the first equation and multiplying by $-(E+\Delta)/(E-\Delta)$,

$$t^2g^2-(E+\Delta)g-\frac{E+\Delta}{\Delta-E}=0.$$

In the gap the product of the roots is negative. The root that tends to $1/(E-\Delta)$ as $t\to0$ is the negative one:

$$g=\frac{E+\Delta-\sqrt{(E+\Delta)^2+4t^2(E+\Delta)/(\Delta-E)}}{2t^2}.$$

It falls from 0 at $E_v$ to $-\infty$ at $E_c$, without a pole inside. Equation (2) gives $N_1=1/2$ for any $\gamma>0$, again one state with both spins. In this chain the contact strength changes the distribution in energy but not the count.

### The energy range for silicon

In a crystal, each wave vector along the interface defines its own one-dimensional problem with its own local gap. Most of these gaps are wider than the fundamental gap. A single average scale is needed, and the permittivity supplies one.

Let all valence electrons, of density $n$, be bound with one frequency $\omega_0$. A static field $F$ displaces each by $x=-eF/(m\omega_0^2)$. The polarization is $-nex=ne^2F/(m\omega_0^2)$, so

$$\varepsilon-1=\frac{ne^2}{\varepsilon_0m\omega_0^2}=\left(\frac{\hbar\omega_p}{E_d}\right)^2,\qquad E_d=\hbar\omega_0=\frac{\hbar\omega_p}{\sqrt{\varepsilon-1}}.$$

The cubic cell holds eight atoms with four valence electrons each, so $n=32/a^3$ and $\hbar\omega_p=16.60$ eV. The dielectric gap is

$$E_d=\frac{16.60\ \text{eV}}{\sqrt{10.7}}\approx5.08\ \text{eV}.$$

Using $E_d$ as the energy range is the estimating step, and it is not derived. $E_d$ is the single excitation energy that this one-frequency model assigns to all valence electrons, not a typical local gap: in the slab model below, every local gap sampled is narrower than $E_d$. It serves only as a rough scale.

### The number

The (111) surface cell has area $\sqrt3a^2/4$ and one broken bond, so

$$n_s=\frac4{\sqrt3a^2}=7.83\times10^{14}\ \text{cm}^{-2}.$$

One state per atom, spread over $E_d$, gives

$$D\approx\frac{n_s}{E_d}=\frac{7.83\times10^{14}}{5.08}\approx1.5\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2},$$

or $1.5\times10^{18}$ eV⁻¹m⁻². The order of magnitude is $10^{14}$ per eV per cm².

### Comparison with a silicon slab

The same tight-binding model, averaged over the interface zone, gives the midgap density without using $E_d$. The matched coupling is set equal to the strength of the cut hybrid bond, $\gamma=4.70$ eV. All densities below include both spins; apart from the change named, each slab case keeps the matched settings.

| Case | $D$ at midgap ($10^{14}$ eV⁻¹cm⁻²) |
|---|---:|
| Estimate $n_s/E_d$ | 1.54 |
| Slab, matched metal | 1.73 |
| Half the coupling $\gamma$ | 3.40 |
| Twice the coupling $\gamma$ | 0.87 |
| Metal band centre 4 eV below midgap | 1.61 |
| Metal band centre 4 eV above midgap | 1.54 |
| Atom's other orbitals coupled at 10 % of $\gamma$ | 2.82 |

The matched slab lies 12 % above the estimate, but this closeness is partly a compensation. The slab has about 0.6 states per atom in the local gaps, not one, and the mean local gap is 2.49 eV, not 5.08 eV. Their quotient, $0.6/2.49\approx0.24$ per eV, is near $1/5.08\approx0.20$ per eV because both numbers are smaller by similar factors. For a metal that couples only to the broken bond with about the matched strength, the order of magnitude is supported; the second digit is not.

Dividing by the model's fundamental gap of 1.17 eV would give $6.7\times10^{14}$ eV⁻¹cm⁻², nearly four times the slab value. For the matched contact the wider scale is the better choice. At half the coupling neither is: the slab value in the table then lies a factor of 2.2 above the estimate and a factor of 2.0 below the fundamental-gap figure.

Halving or doubling $\gamma$ changes $D$ by almost a factor of two in the opposite direction, as (5) suggests. The broken-bond level is broadened by the metal, and stronger coupling spreads it more thinly. Among the changes tested at fixed $\gamma$, the largest upward one comes from the other orbitals of the interface atom: coupling them at 10 % of $\gamma$ raises $D$ by 63 %, or by 52 % if the model's auxiliary s* orbital is left uncoupled. If they couple as strongly as the broken bond itself, the same slab gives more than four times the matched density. The single-channel assumption is therefore a serious limitation. Thermal averaging at 300 K changes the matched result by only about 0.05 %.

The density is fairly flat over the middle half of the fundamental gap: 1.69 and 1.87, in the table's units, at one quarter and three quarters of its width. In space it is concentrated at the contact. The first bilayer holds 93 % of the midgap weight, and between the second and fifth bilayers the density falls by a factor $e$ in about 0.23 nm. The decay is not a single exponential: deeper in, the slowest tails take over, and this length grows to about 0.30 nm between the fifth and ninth bilayers and about 0.33 nm between the tenth and fourteenth.

### Where the estimate fails

As $\gamma\to0$, (4) gives $N_1\to1$: a full level per spin, or two states per atom. In the chain, by (5), they gather in a narrow peak of growing height. In silicon the broken-bond level also varies with the wave vector along the interface, so the peak keeps a finite width. An even spread is then wrong, and electron repulsion, neglected here, can no longer be assumed small compared with the level width. In the opposite limit, $\gamma\gg s$, equation (4) makes the covalent chain's gap count tend to zero. This is not a general rule: the ionic chain keeps its count of $1/2$ per spin at any coupling.

For a real silicon contact, the lattice constant, permittivity and atom density used here are typical. The coupling is a model choice, not a measured property of a particular metal or silicide. A metal that grows in registry with Si(111) comes closest to the ordered geometry assumed. In a polycrystalline contact the bonding varies from place to place. If that variation amounts to a factor of two in $\gamma$ either way, the table gives a range of about $0.9$ to $3.4\times10^{14}$ eV⁻¹cm⁻². A real metal also couples to more than one orbital, which in this model can raise the number well above that range. Defects, atomic relaxation and spin-orbit coupling lie outside the model, and their effect has not been sized. The slab result is thus a reference calculation, not a substitute for a measurement. The remaining values are in the numerical output below.

## Computed values

```
Chain bonds s, w: 4.0, 2.0 eV
Chain gap: 4.0 eV
Chain end-state weight Z: 0.750
Chain gamma 1.0 eV: count per spin 0.843, midgap density per spin 0.4244 /eV
Chain gamma 4.0 eV: count per spin 0.498, midgap density per spin 0.1061 /eV
Chain gamma 12.0 eV: count per spin 0.204, midgap density per spin 0.0354 /eV
Matched chain, midgap density (2 spins) x gap: 0.849
Ionic chain (site +-2 eV, bond 3 eV), count per spin at gamma 1.5 and 6 eV: 0.498, 0.499
Si lattice constant (rough): 0.543 nm
Si relative permittivity (rough): 11.7
Si(111) interface atoms n_s: 7.83 1e14 /cm^2
Valence plasma energy: 16.60 eV
Dielectric gap E_d: 5.08 eV
ESTIMATE n_s/E_d: 1.54 1e14 /(eV cm^2)
ESTIMATE in SI-style units: 1.54e+18 /(eV m^2)
n_s / fundamental gap, for contrast: 6.69 1e14 /(eV cm^2)
Tight-binding fundamental gap: 1.171 eV
Midgap energy above valence top: 0.586 eV
Mean vertical gap, bands 4 to 5: 3.59 eV
Mean local gap over interface zone: 2.49 eV
Matched coupling gamma: 4.70 eV
States in local gap per atom, 2 spins: 0.586
Slab: 12 bilayers, 10 x 10 wave vectors
Smaller slab and mesh, change: 0.02 %
Tight-binding midgap density, 2 spins: 1.73 1e14 /(eV cm^2)
Tight-binding / estimate: 1.12
Density at 1/4 and 3/4 of gap: 1.69, 1.87 1e14 /(eV cm^2)
Bilayer spacing: 0.3135 nm
Share of midgap density in bilayers 1, 2, 3: 92.6, 5.7, 1.2 %
Decay length of density, bilayers 2 to 5: 0.229 nm
Half coupling: 3.40 1e14 /(eV cm^2)
Double coupling: 0.87 1e14 /(eV cm^2)
Metal band centre 4 eV below midgap: 1.61 1e14 /(eV cm^2)
Metal band centre 4 eV above midgap: 1.54 1e14 /(eV cm^2)
Other orbitals coupled at 10 % of gamma: 2.82 1e14 /(eV cm^2)
Thermal energy at 300 K: 0.0259 eV
Thermal averaging, relative change: 0.054 %
```
